\section*{Magnetized Drude gas: cyclotron resonance, split plasma edge and Faraday rotation}

\section*{Problem}

A gas of conduction electrons has charge $-e$ per particle, effective mass $m$ and density $n$. A static magnetic field $B$ points along $+z$. Collisions relax the mean velocity at the rate $\gamma=1/\tau$. The lattice contributes a real, isotropic relative permittivity $\varepsilon_b>1$ that does not depend on frequency. Optical fields vary as $e^{-i\omega t}$ with $\omega>0$, and real fields are the real parts of complex ones.

\begin{enumerate}
\item Find the conductivity tensor.
\item Diagonalize it. Which sense of rotation of the electric field is resonant, and why?
\item Find the position and width of the absorption line for circular polarization. When does linearly polarized light also show a peak at nonzero frequency?
\item For propagation along $z$, find the frequencies at which the undamped transverse permittivity vanishes. How are the reflectance minima related to them?
\item Linearly polarized light travels a distance $d$ along $+z$ in the gas. Find the rotation of its polarization at high frequency, its dependence on wavelength, and the leading correction.
\item Evaluate the results for $m=0.07\,m_e$, $\varepsilon_b=12$, $n=10^{17}\ \mathrm{cm^{-3}}$, $\tau=1$ ps, $B=5$ T and $d=0.2$ mm. Take vacuum wavelengths of 5, 10 and 20 $\mu$m for the rotation.
\end{enumerate}

\section*{Solution}

\subsection*{1. The conductivity tensor}

The band is taken as parabolic and isotropic, and the optical field as uniform over the distance an electron moves in a cycle or between collisions. The magnetic force of the light wave itself is neglected, so the response is linear. The mean velocity then obeys
\begin{equation}
m\frac{d\mathbf v}{dt}=-e(\mathbf E+\mathbf v\times\mathbf B)-m\gamma\mathbf v .
\end{equation}
Replace $d/dt$ by $-i\omega$, multiply by $-ne/m$, and use $\mathbf J=-ne\mathbf v$. With
\begin{equation}
\omega_c=\frac{eB}{m}>0,\qquad D=\frac{ne^2}{m},\qquad a=\gamma-i\omega ,
\end{equation}
this gives $a\mathbf J=D\mathbf E-\omega_c\,\mathbf J\times\hat{\mathbf z}$. Since $\mathbf J\times\hat{\mathbf z}=(J_y,-J_x,0)$, the components are
\begin{align}
aJ_x+\omega_cJ_y&=DE_x,\\
aJ_y-\omega_cJ_x&=DE_y,\qquad aJ_z=DE_z .
\end{align}
Multiplying the first equation by $a$ and subtracting $\omega_c$ times the second eliminates $J_y$. Multiplying the second by $a$ and adding $\omega_c$ times the first eliminates $J_x$:
\begin{align}
(a^2+\omega_c^2)J_x&=D(aE_x-\omega_cE_y),\\
(a^2+\omega_c^2)J_y&=D(\omega_cE_x+aE_y).
\end{align}
Therefore
\begin{equation}
\begin{aligned}
\sigma_{xx}=\sigma_{yy}&=\frac{Da}{a^2+\omega_c^2},&
\sigma_{xy}=-\sigma_{yx}&=-\frac{D\omega_c}{a^2+\omega_c^2},\\
\sigma_{zz}&=\frac{D}{a},
\end{aligned}
\end{equation}
and the other elements vanish. Motion along $B$ does not feel the field.

The static limit checks the sign. At $\omega=0$ and $\omega_c\gg\gamma$, $\sigma_{xy}\to-D/\omega_c=-ne/B$. This is the current of electrons drifting with velocity $\mathbf E\times\mathbf B/B^2$: a field along $y$ drives them along $+x$, and their current points along $-x$.

\subsection*{2. Circular basis}

Rotation symmetry about $z$ suggests the vectors
\begin{equation}
\mathbf e_s=\frac{\hat{\mathbf x}+is\hat{\mathbf y}}{\sqrt2},\qquad s=\pm1 .
\end{equation}
The real part of $\mathbf e_se^{-i\omega t}$ is proportional to $(\cos\omega t,\,s\sin\omega t)$. Seen with $B$ pointing at the viewer, it turns counterclockwise for $s=+1$ and clockwise for $s=-1$. These labels refer to $B$, not to the direction in which the light travels.

Apart from the factor $1/\sqrt2$, the tensor acting on $\mathbf e_s$ gives
\begin{equation}
\begin{pmatrix}\sigma_{xx}+is\sigma_{xy}\\-\sigma_{xy}+is\sigma_{xx}\end{pmatrix}
=(\sigma_{xx}+is\sigma_{xy})\begin{pmatrix}1\\ is\end{pmatrix},
\end{equation}
because $(is)^2=-1$. Thus $\mathbf e_s$ is an eigenvector. Its eigenvalue follows from the factorization $a^2+\omega_c^2=(a-is\omega_c)(a+is\omega_c)$:
\begin{equation}
\sigma_s=\frac{D(a-is\omega_c)}{a^2+\omega_c^2}=\frac{D}{a+is\omega_c}
=\frac{D}{\gamma-i(\omega-s\omega_c)} .
\label{sigmas}
\end{equation}

The $s=+1$ field is resonant at $\omega=\omega_c$. The reason is the free motion: an electron moving along $+x$ has acceleration $-(e/m)\mathbf v\times\mathbf B=+\omega_cv\,\hat{\mathbf y}$, so it circles counterclockwise. A field turning with it at the same rate keeps a fixed angle to its velocity and can do work steadily. For positive carriers the magnetic force changes sign, $\omega_c$ is replaced by $-\omega_c$, and the two circular polarizations exchange roles.

\subsection*{3. Cyclotron resonance}

The absorbed power per volume is $\tfrac12\mathrm{Re}(\mathbf E^*\cdot\mathbf J)$. For a circular field it equals $\tfrac12|\mathbf E|^2\,\mathrm{Re}\,\sigma_s$, with
\begin{equation}
\mathrm{Re}\,\sigma_s=\frac{D\gamma}{\gamma^2+(\omega-s\omega_c)^2}.
\end{equation}
For $s=+1$ this is a Lorentzian centred at $\omega_c$. Its height is $\sigma_0=D/\gamma$, and it falls to half at $\omega-\omega_c=\pm\gamma$, so its full width is $2\gamma$. Here $\mathbf E$ is the field inside the gas. A reflectance or transmittance spectrum also contains the frequency dependence of that internal field.

For a field along $x$, adding the two eigenvalues gives $\sigma_{xx}=(\sigma_++\sigma_-)/2$. Put $S=\gamma^2+\omega_c^2$ and $u=S+\omega^2$. Then
\begin{equation}
\mathrm{Re}\,\sigma_{xx}=\frac{D\gamma}{2}\left[\frac1{u-2\omega\omega_c}+\frac1{u+2\omega\omega_c}\right]
=\frac{D\gamma u}{u^2-4\omega^2\omega_c^2}.
\end{equation}
Inserting $\omega^2=u-S$ and inverting,
\begin{equation}
\frac{D\gamma}{\mathrm{Re}\,\sigma_{xx}}=u-4\omega_c^2+\frac{4\omega_c^2S}{u}.
\end{equation}
The right side has its minimum at $u=2\omega_c\sqrt S$, so the absorption peaks at
\begin{equation}
\omega^2=2\omega_c\sqrt{\omega_c^2+\gamma^2}-(\omega_c^2+\gamma^2).
\end{equation}
This is positive if $4\omega_c^2>\omega_c^2+\gamma^2$, that is, if $\omega_c\tau>1/\sqrt3$. Otherwise the absorption falls steadily from $\omega=0$. At $\omega_c\tau=1$ the peak lies at $0.910\,\omega_c$, so reading the mass from it as $eB/\omega$ would overestimate $m$ by about 10\%. This result assumes a linear field of fixed amplitude inside the gas. Incident linear light produces one only in a layer so thin that $\sigma_0d/(\varepsilon_0c)\ll1$. In a thicker sample the two circular components enter and decay differently, and the absorptance peaks elsewhere.

\subsection*{4. The split plasma edge}

The displacement current of vacuum and lattice and the electron current add to
\begin{equation}
-i\omega\varepsilon_0\varepsilon_b\mathbf E+\mathbf J=-i\omega\varepsilon_0\left(\varepsilon_b+\frac{i\sigma}{\varepsilon_0\omega}\right)\mathbf E .
\end{equation}
The bracket is the relative permittivity. In it, write $\gamma-i(\omega-s\omega_c)=-i(\omega-s\omega_c+i\gamma)$ and define the screened plasma frequency by $\omega_p^2=ne^2/(\varepsilon_0\varepsilon_bm)$. Then
\begin{equation}
\varepsilon_s=\varepsilon_b\left[1-\frac{\omega_p^2}{\omega(\omega-s\omega_c+i\gamma)}\right].
\label{eps}
\end{equation}

For a plane wave along $z$, Maxwell's equations reduce to $d^2\mathbf E/dz^2=-(\omega^2/c^2)\varepsilon\mathbf E$ for the transverse field. The circular waves therefore propagate independently with indices $n_s=\sqrt{\varepsilon_s}$, where the root with $\mathrm{Im}\,n_s\ge0$ is taken so that the wave decays along its path.

Set $\gamma=0$. The condition $\varepsilon_s=0$ becomes
\begin{equation}
\omega^2-s\omega_c\omega-\omega_p^2=0 .
\end{equation}
One root is negative; the positive one is
\begin{equation}
\omega_s=\frac{s\omega_c}{2}+\sqrt{\omega_p^2+\frac{\omega_c^2}{4}} .
\label{edges}
\end{equation}
Hence
\begin{equation}
\omega_+-\omega_-=\omega_c,\qquad \omega_+\omega_-=\omega_p^2 .
\end{equation}
The splitting equals $\omega_c$ at any ratio $\omega_c/\omega_p$, although the edges lie symmetrically about $\omega_p$ only to first order in $B$. The splitting gives $m$, and the product then gives $n$ if $\varepsilon_b$ is known. Both relations need $\varepsilon_b$ to be the same at the two edges. In a polar semiconductor the optical phonons make it frequency dependent. For example, a lattice term $\varepsilon_\infty(\omega_{LO}^2-\omega^2)/(\omega_{TO}^2-\omega^2)$ with $\varepsilon_\infty=10.9$, $\hbar\omega_{TO}=33.3$ meV and $\hbar\omega_{LO}=36.2$ meV lowers the splitting for the gas of part 6 to 8.04 meV, 2.8\% below $\hbar\omega_c$. At these frequencies the displacement current cancels the electron current, so a uniform field and current can oscillate together without a magnetic field of their own.

The negative root is $-\omega_{-s}$, so the undamped permittivity can be factored as
\begin{equation}
\frac{\varepsilon_s}{\varepsilon_b}=\frac{(\omega-\omega_s)(\omega+\omega_{-s})}{\omega(\omega-s\omega_c)} .
\end{equation}
The $s=-1$ wave is evanescent below $\omega_-$ and propagates above it. The $s=+1$ wave is evanescent between $\omega_c$ and $\omega_+$. It propagates above $\omega_+$ and also below $\omega_c$, where both the numerator and the denominator are negative. For this wave the plasma edge is therefore the upper end of a stop band, not the lowest frequency of propagation.

At normal incidence from vacuum onto a thick sample, the reflectance is $R_s=|(n_s-1)/(n_s+1)|^2$. Without damping it vanishes at $\varepsilon_s=1$, not at $\varepsilon_s=0$. Equation (\ref{eps}) then requires $\omega(\omega-s\omega_c)=\varepsilon_b\omega_p^2/(\varepsilon_b-1)$, and
\begin{equation}
\omega_s^{\min}=\frac{s\omega_c}{2}+\sqrt{\frac{\varepsilon_b\omega_p^2}{\varepsilon_b-1}+\frac{\omega_c^2}{4}} .
\end{equation}
These reflectance zeros lie above the edges but are again separated by $\omega_c$. The $s=+1$ wave has one further, shallow minimum in its lower pass band. There $\varepsilon_+=\varepsilon_b[1+\omega_p^2/(\omega(\omega_c-\omega))]$ exceeds $\varepsilon_b$ and is smallest at $\omega=\omega_c/2$, so $R_+$ has a local minimum at that frequency without vanishing ($R_+\approx0.70$ for the parameters of part 6). In what follows, "minima" means those above the edges. Damping changes both their positions and their depths.

\subsection*{5. Free-carrier Faraday rotation}

Let the field just inside the sample be along $x$: $\hat{\mathbf x}=(\mathbf e_++\mathbf e_-)/\sqrt2$. Consider a single pass, without interference from multiple reflections. After a distance $d$ each component has acquired the factor $e^{in_s\omega d/c}$. Let $A_s=e^{-\mathrm{Im}(n_s)\omega d/c}$ be its magnitude, let $\bar\phi$ be the mean of the two phases, and define
\begin{equation}
\theta=\frac{\omega d}{2c}\,\mathrm{Re}(n_--n_+).
\label{theta}
\end{equation}
The phase of component $s$ is then $\bar\phi-s\theta$, and
\begin{equation}
\mathbf E(d)=\frac{e^{i\bar\phi}}{\sqrt2}\left(A_+e^{-i\theta}\mathbf e_++A_-e^{i\theta}\mathbf e_-\right).
\end{equation}
A counterclockwise rotation by $\theta$ turns $\mathbf e_s$ into $e^{-is\theta}\mathbf e_s$. The field is therefore the rotated version of
\begin{equation}
\frac{A_+\mathbf e_++A_-\mathbf e_-}{\sqrt2}=\frac{A_++A_-}{2}\hat{\mathbf x}+i\,\frac{A_+-A_-}{2}\hat{\mathbf y},
\end{equation}
an ellipse with its major axis along $x$. Hence $\theta$ is the counterclockwise rotation of the major axis, with or without absorption.

To avoid subtracting two nearly equal roots, use the difference of squares. With $w=\omega+i\gamma$,
\begin{equation}
\begin{aligned}
n_-^2-n_+^2&=\frac{\varepsilon_b\omega_p^2}{\omega}\left[\frac1{w-\omega_c}-\frac1{w+\omega_c}\right]
=\frac{2\varepsilon_b\omega_p^2\omega_c}{\omega(w^2-\omega_c^2)},\\
\theta&=\frac{\varepsilon_b\omega_p^2\omega_cd}{c}\,\mathrm{Re}\,\frac{1}{(w^2-\omega_c^2)(n_-+n_+)} .
\end{aligned}
\end{equation}
For $\omega\gg\omega_p,\omega_c,\gamma$, replace $w^2-\omega_c^2$ by $\omega^2$ and $n_-+n_+$ by $2\sqrt{\varepsilon_b}$:
\begin{equation}
\theta\simeq\frac{\sqrt{\varepsilon_b}\,\omega_p^2\omega_cd}{2c\omega^2}.
\label{law1}
\end{equation}
Now insert $\omega_p^2\omega_c=ne^3B/(\varepsilon_0\varepsilon_bm^2)$ and $\omega=2\pi c/\lambda$, where $\lambda$ is the vacuum wavelength:
\begin{equation}
\boxed{\theta\simeq\frac{ne^3Bd\,\lambda^2}{8\pi^2c^3\varepsilon_0\sqrt{\varepsilon_b}\,m^2}}
\label{law2}
\end{equation}
The rotation is counterclockwise about $B$ for electrons and reversed for positive carriers. It measures $n/m^2$ and does not contain $\tau$ at this order. For light travelling along $-z$ the indices $n_s$ are the same, because the wave equation is second order in $z$. The rotation about the fixed $z$ axis is then the same too, so a return trip doubles it.

The leading correction has two sources. First,
\begin{equation}
\frac{\omega^2}{w^2-\omega_c^2}=\frac1{1+2i\gamma/\omega-(\gamma^2+\omega_c^2)/\omega^2}
\simeq1-\frac{2i\gamma}{\omega}+\frac{\omega_c^2-3\gamma^2}{\omega^2},
\label{expand}
\end{equation}
where $-3\gamma^2$ is the sum of $+\gamma^2$ from the first-order term of the geometric series and $-4\gamma^2$ from the square of $2i\gamma/\omega$. Second, $n_-+n_+\simeq2\sqrt{\varepsilon_b}\,[1-\omega_p^2/(2\omega^2)]$. To second order in the small ratios, the real part gives
\begin{equation}
\frac{\theta}{\theta_{\lambda^2}}-1\simeq\frac{\omega_p^2/2+\omega_c^2-3\gamma^2}{\omega^2},
\label{corr}
\end{equation}
where $\theta_{\lambda^2}$ is the value from (\ref{law2}). The correction itself grows as $\lambda^2$. The law thus fails at long wavelengths. At short wavelengths the model fails instead: when the photon energy approaches the band gap, $\varepsilon_b$ is no longer constant and interband transitions add their own rotation. In a polar semiconductor $\varepsilon_b$ also varies near the optical phonons and differs below and above them. With the lattice term quoted in part 4, the rotation at 20 $\mu$m for the gas of part 6 is about 4\% larger than with a constant $\varepsilon_\infty$, as much as the correction (\ref{corr}) itself.

Damping also makes the light slightly elliptical. The ellipticity angle $\chi$, positive for counterclockwise rotation of the field, obeys
\begin{equation}
\tan\chi=\frac{A_+-A_-}{A_++A_-}=\tanh\left[\frac{\omega d}{2c}\,\mathrm{Im}(n_--n_+)\right].
\end{equation}
The imaginary term in (\ref{expand}) makes the argument approximately $-2\gamma\theta/\omega$, so $\chi\simeq-2\gamma\theta/\omega$ when this is small. The sign is negative because the $s=+1$ component is absorbed more strongly.

The intensity absorption coefficient is $\alpha=2(\omega/c)\,\mathrm{Im}\,n$. To leading order $\mathrm{Im}\,n\simeq\mathrm{Im}\,\varepsilon/(2\sqrt{\varepsilon_b})$ and $\mathrm{Im}\,\varepsilon\simeq\varepsilon_b\omega_p^2\gamma/\omega^3$, so
\begin{equation}
\alpha\simeq\frac{\sqrt{\varepsilon_b}\,\omega_p^2\gamma}{c\omega^2},\qquad
\theta\simeq\frac{\omega_c\tau}{2}\,\alpha d .
\label{merit}
\end{equation}
The rotation available per absorption length is set by $\omega_c\tau$; at this order a longer wavelength increases rotation and absorption alike. This holds for a constant rate $\gamma$ and no lattice absorption. In a real semiconductor, at photon energies far above the Fermi and thermal energies, the rate that controls $\alpha$ and $\chi$ need not equal the dc one.

\subsection*{6. Numbers}

Frequencies are given as photon energies. The parameters yield
\begin{equation}
\hbar\omega_c=8.269,\qquad \hbar\omega_p=12.812,\qquad \hbar\gamma=0.658\ \mathrm{meV},
\end{equation}
and $\omega_c\tau=12.56$. The cyclotron frequency is $\omega_c/2\pi=2.00$ THz, and the line has a full width of 1.316 meV. These are model parameters. The mobility $e\tau/m=2.5\times10^4\ \mathrm{cm^2/Vs}$ is optimistic for a uniformly doped crystal of this density. The Fermi energy is 11.2 meV, so $\hbar\omega_c/E_F=0.74$, and at low temperature Landau quantization, which the classical equation omits, can affect the damping. At resonance the wave number times the mean free path of 237 nm is about 0.19, so the uniform-field assumption holds only moderately there.

\paragraph{Conductivity at resonance.} At $\omega=\omega_c$, $\sigma_+=\sigma_0=402.6$ S/cm. For the other polarization (\ref{sigmas}) gives $\sigma_-=\sigma_0/(1-2i\omega_c\tau)$, whose real part is
\begin{equation}
\frac{402.6}{1+4(12.56)^2}=0.64\ \mathrm{S/cm}.
\end{equation}
In the Cartesian basis $\sigma_{xx}=201.6+8.0i$ and $\sigma_{xy}=-8.0-201.0i$ S/cm. The nearly equal magnitudes and the phase difference of about $95^\circ$, close to a quarter cycle, show that one circular polarization dominates the response.

\paragraph{Edges.} From (\ref{edges}), in meV,
\begin{equation}
\hbar\omega_\pm=\pm4.135+\sqrt{12.812^2+4.135^2}=\pm4.135+13.463,
\end{equation}
so the edges are at 17.60 meV (4.255 THz) and 9.33 meV (2.256 THz). The undamped reflectance minima lie at 18.14 and 9.87 meV. With $\tau=1$ ps they move up to 18.271 and 9.915 meV, with residual reflectances of 0.025 and 0.009. Their separation is 8.356 meV, about 1\% above $\hbar\omega_c$. A mass read from the separation of these damped minima would be about 1\% too small.

\paragraph{Rotation.} At $\lambda=10\ \mu$m the photon energy is 123.98 meV. Equation (\ref{law1}) gives
\begin{equation}
\begin{aligned}
\theta_{\lambda^2}&=\sqrt{12}\left(\frac{12.812}{123.98}\right)^2
\frac{(1.256\times10^{13}\ \mathrm{s^{-1}})(2\times10^{-4}\ \mathrm m)}{2(2.998\times10^8\ \mathrm{m/s})}\\
&=0.155\ \mathrm{rad}=8.88^\circ .
\end{aligned}
\end{equation}
The full indices are $n_+=3.444228$ and $n_-=3.446719$. Since $\omega d/2c=\pi d/\lambda=20\pi$, (\ref{theta}) gives $\theta=20\pi\times0.002491=0.1565$ rad, or $8.97^\circ$. The three wavelengths compare as follows; the last two columns are relative to the $\lambda^2$ law.

\begin{center}
\begin{tabular}{ccccc}
$\lambda$ ($\mu$m) & full $\theta$ & $\lambda^2$ law & excess & from (\ref{corr})\\
5 & $2.226^\circ$ & $2.220^\circ$ & 0.24\% & 0.24\%\\
10 & $8.97^\circ$ & $8.88^\circ$ & 0.98\% & 0.97\%\\
20 & $36.97^\circ$ & $35.53^\circ$ & 4.06\% & 3.88\%
\end{tabular}
\end{center}

At 10 $\mu$m the ellipticity angle is $-0.096^\circ$, so the light remains almost linearly polarized. The absorbance is $\alpha d=0.0251$, and (\ref{merit}) turns it into a rotation of 0.158 rad, within 1\% of the full value.

All these values are for a single pass inside the gas, as in an antireflection-coated sample. An uncoated slab has a surface reflectance $R\approx0.30$, and each round trip adds a beam weaker by $R^2$ and rotated by a further $2\theta$. Averaged over fringes, for small angles and weak absorption, the rotation grows by the factor $(1+R^2)/(1-R^2)\approx1.20$. The fringe-averaged rotations are $2.67^\circ$, $10.54^\circ$ and $37.99^\circ$ at 5, 10 and 20 $\mu$m. At the two shorter wavelengths this far exceeds the corrections in the table. The unequal surface transmission of the two circular waves alone changes the ellipticity angle at 10 $\mu$m to $-0.085^\circ$.

The numerical check obtains the tensor by integrating the equation of motion in time, the edges from the coupled oscillations of field and current, and the rotation by propagating the field with the full permittivity matrix.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass / electron mass: 0.07
lattice permittivity eps_b: 12.0
density: 1.0e+17 cm^-3
relaxation time: 1.00 ps
magnetic field: 5.0 T
path length: 0.20 mm
time-integrated tensor, largest error (unit D): 8.3e-12
hbar gamma: 0.658 meV
hbar omega_c: 8.269 meV = 1.999 THz
hbar omega_p (screened): 12.812 meV
omega_c tau: 12.56
sigma_0 = D/gamma: 402.6 S/cm
sigma_xx at omega_c: 201.60+8.00j S/cm
sigma_xy at omega_c: -8.00-200.96j S/cm
Re sigma_- at omega_c: 0.637 S/cm
full width of resonance: 1.316 meV
linear-light peak / omega_c if omega_c tau = 1: 0.9102
plasma edge s=+: 17.597 meV = 4.255 THz
plasma edge s=-: 9.328 meV = 2.256 THz
edge splitting from coupled modes: 8.269 meV
reflectance minimum s=+, no damping: 18.140 meV
reflectance minimum s=+, damped: 18.271 meV, R = 0.0249
reflectance minimum s=-, no damping: 9.871 meV
reflectance minimum s=-, damped: 9.915 meV, R = 0.0090
splitting of damped minima: 8.356 meV
wavelength 5 um: photon energy 247.97 meV
  rotation, full: 2.226 deg; lambda^2 law: 2.220 deg
  full/law - 1: 0.243 %; leading correction: 0.243 %
wavelength 10 um: photon energy 123.98 meV
  rotation, full: 8.969 deg; lambda^2 law: 8.882 deg
  full/law - 1: 0.981 %; leading correction: 0.970 %
wavelength 20 um: photon energy 61.99 meV
  rotation, full: 36.970 deg; lambda^2 law: 35.526 deg
  full/law - 1: 4.063 %; leading correction: 3.881 %
remainder ratio, 10 um to 5 um: 16.16
rotation at 10 um: 0.1565 rad
n_+ at 10 um: 3.444228
n_- at 10 um: 3.446719
ellipticity angle at 10 um: -0.0959 deg
absorbance alpha d at 10 um: 0.02514
alpha d omega_c tau / 2 at 10 um: 0.1579 rad
\end{verbatim}
